# Counting independent helicity amplitudes in elastic two-body scattering: test program

```python
"""Number of independent helicity amplitudes in elastic two-body scattering.

Result under test: at a generic angle, rotation + parity + time reversal leave
2 amplitudes for spin 1/2 on spin 0 and 6 for two distinct spin-1/2 particles;
exchange symmetry leaves 5 for two identical spin-1/2 particles.

f[l3,l4,l1,l2]: amplitude from helicities (l1,l2) to (l3,l4), index 0 = highest.
Momenta lie in the xz plane; particle 2 with helicity l has projection -l on the
direction of particle 1. L, S, J: orbital, total spin, total angular momentum.
Algebra in atomic units; printed values in eV and angstrom.
"""
from functools import lru_cache
from itertools import product
from math import factorial, pi, sqrt
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import expm
from scipy.special import lpmv
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10


def projections(s):
    return [s - n for n in range(int(round(2 * s)) + 1)]


def spin_y(s):
    m = np.array(projections(s), dtype=float)
    raising = np.diag(np.sqrt(s * (s + 1) - m[1:] * (m[1:] + 1)), 1)
    return (raising - raising.T) / 2j


def helicity_amplitudes(M, s1, s2, angle_in, angle_out):
    n1, n2 = len(projections(s1)), len(projections(s2))
    total_y = np.kron(spin_y(s1), np.eye(n2)) + np.kron(np.eye(n1), spin_y(s2))
    rot_in = expm(-1j * angle_in * total_y)
    rot_out = expm(-1j * angle_out * total_y)
    f = (rot_out.conj().T @ M @ rot_in).reshape(n1, n2, n1, n2)
    return f[:, ::-1, :, ::-1]


# ---- definition side: all rotation-invariant operators, from partial waves ----
@lru_cache(maxsize=None)
def cg(j1, j2, j3, m1, m2, m3):
    args = [Rational(int(round(2 * x)), 2) for x in (j1, j2, j3, m1, m2, m3)]
    return float(clebsch_gordan(*args))


@lru_cache(maxsize=None)
def harmonic(L, m, angle):
    am = abs(m)
    norm = sqrt((2 * L + 1) / (4 * pi) * factorial(L - am) / factorial(L + am))
    value = norm * lpmv(am, L, np.cos(angle))
    return value * (-1) ** am if m < 0 else value


def pair_wave(J, M, L, S, angle, s1, s2):
    wave = []
    for m1, m2 in product(projections(s1), projections(s2)):
        mS = m1 + m2
        mL = int(round(M - mS))
        if abs(mS) > S or abs(mL) > L:
            wave.append(0.0)
        else:
            wave.append(cg(s1, s2, S, m1, m2, mS) * cg(L, S, J, mL, mS, M)
                        * harmonic(L, mL, angle))
    return np.array(wave)


def building_blocks(s1, s2, angle_in, angle_out, number_of_J=5):
    blocks = {}
    spins = [abs(s1 - s2) + n for n in range(int(round(2 * min(s1, s2))) + 1)]
    for n in range(number_of_J):
        J = (s1 + s2) % 1 + n
        channels = [(L, S) for S in spins
                    for L in range(int(round(abs(J - S))), int(round(J + S)) + 1)]
        w_in = {c: np.array([pair_wave(J, M, *c, angle_in, s1, s2)
                             for M in projections(J)]) for c in channels}
        w_out = {c: np.array([pair_wave(J, M, *c, angle_out, s1, s2)
                              for M in projections(J)]) for c in channels}
        for a, b in product(channels, channels):
            operator = w_out[a].T @ w_in[b]
            blocks[J, a, b] = helicity_amplitudes(
                operator, s1, s2, angle_in, angle_out).ravel()
    return blocks


def allowed_amplitudes(blocks, parity, reversal, exchange):
    """exchange: None, 'relabel' (operator commutes with the interchange of the
    particles) or 'antisymmetric' (only states odd under the interchange)."""
    rows = []
    for (J, a, b), f in blocks.items():
        if parity and (a[0] + b[0]) % 2:
            continue
        odd_a, odd_b = sum(a) % 2, sum(b) % 2
        if exchange == "relabel" and odd_a != odd_b:
            continue
        if exchange == "antisymmetric" and (odd_a or odd_b):
            continue
        if reversal:
            if a > b:
                continue
            f = f + blocks[J, b, a]
        rows.append(f)
    return np.array(rows)


def rank(rows):
    return int(np.linalg.matrix_rank(rows, tol=1e-9))


# ---- derived side: linear relations between helicity amplitudes ----
def relations(s1, s2, parity, reversal, exchange):
    h1, h2 = projections(s1), projections(s2)
    shape = (len(h1), len(h2), len(h1), len(h2))
    rows = [np.zeros(int(np.prod(shape)))]
    for i3, i4, i1, i2 in np.ndindex(*shape):
        sign = (-1) ** int(round(abs(h1[i1] - h2[i2] - h1[i3] + h2[i4])))
        partners = []
        if parity:
            partners.append((shape[0] - 1 - i3, shape[1] - 1 - i4,
                             shape[2] - 1 - i1, shape[3] - 1 - i2))
        if reversal:
            partners.append((i1, i2, i3, i4))
        if exchange:
            partners.append((i4, i3, i2, i1))
        for partner in partners:
            row = np.zeros(shape)
            row[partner] += 1
            row[i3, i4, i1, i2] -= sign
            rows.append(row.ravel())
    return np.array(rows)


theta = pi / 3
half = 0.5
all_blocks = {(s1, s2): building_blocks(s1, s2, 0.0, theta)
              for s1, s2 in [(half, 0), (half, half), (half, 1)]}
counts, worst = {}, 0.0
for (s1, s2), blocks in all_blocks.items():
    modes = [None, "relabel", "antisymmetric"] if s1 == s2 else [None]
    for parity, reversal, mode in product([False, True], [False, True], modes):
        rows = allowed_amplitudes(blocks, parity, reversal, mode)
        rules = relations(s1, s2, parity, reversal, mode is not None)
        worst = max(worst, np.abs(rules @ rows.T).max())
        counts[s1, s2, parity, reversal, mode] = rank(rows)
        assert rank(rows) == rows.shape[1] - rank(rules), (s1, s2, parity, reversal, mode)
assert worst < 1e-10
assert counts[half, 0, True, True, None] == 2
assert counts[half, half, True, True, None] == 6
assert counts[half, half, True, True, "relabel"] == 5
assert counts[half, half, True, True, "antisymmetric"] == 5

# Rotating both momenta together must not change any helicity amplitude.
turned = building_blocks(half, half, 0.4, 0.4 + theta)
assert max(np.abs(turned[key] - f).max()
           for key, f in all_blocks[half, half].items()) < 1e-10

forward_pair = building_blocks(half, half, 0.0, 0.0)
forward_zero = building_blocks(half, 0, 0.0, 0.0)
right_angle = building_blocks(half, half, 0.0, pi / 2)
special = {
    "spin 1/2 on 0, forward": rank(allowed_amplitudes(forward_zero, True, True, None)),
    "distinct pair, forward": rank(allowed_amplitudes(forward_pair, True, True, None)),
    "identical pair, forward": rank(
        allowed_amplitudes(forward_pair, True, True, "antisymmetric")),
    "distinct pair, 90 degrees": rank(allowed_amplitudes(right_angle, True, True, None)),
    "identical pair, 90 degrees": rank(
        allowed_amplitudes(right_angle, True, True, "antisymmetric")),
}
assert list(special.values()) == [1, 3, 3, 6, 3]

# ---- worked example: first Born approximation with Gaussian interactions ----
energy_eV, range_A = 10.0, 1.0
strength_eV = {"central": -1.0, "spin-spin": 0.4, "tensor": 0.3,
               "spin-orbit": 0.2, "antisymmetric spin-orbit": 0.1}
reduced_mass = 0.5
k = sqrt(2 * reduced_mass * energy_eV / HARTREE)
a = range_A / BOHR
V = {name: value / HARTREE for name, value in strength_eV.items()}
V_identical = dict(V)
V_identical["antisymmetric spin-orbit"] = 0.0
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
sig1 = np.array([np.kron(p, np.eye(2)) for p in pauli])
sig2 = np.array([np.kron(np.eye(2), p) for p in pauli])
dot12 = sum(sig1[i] @ sig2[i] for i in range(3))
swap = np.eye(4)[[0, 2, 1, 3]]
k_in = np.array([0.0, 0.0, k])


def k_out(angle):
    return k * np.array([np.sin(angle), 0.0, np.cos(angle)])


def gaussian_transform(q):
    return (2 * pi) ** 1.5 * a**3 * np.exp(-(q @ q) * a**2 / 2)


def vector_spin(v):
    return (v["spin-orbit"] * (sig1 + sig2)
            + v["antisymmetric spin-orbit"] * (sig1 - sig2)) / 2


def born(kf, v):
    q = kf - k_in
    tensor = (np.tensordot(q, sig1, 1) @ np.tensordot(q, sig2, 1)
              - (q @ q) * dot12 / 3)
    matrix = (v["central"] * np.eye(4) + v["spin-spin"] * dot12
              - v["tensor"] * a**2 * tensor
              + 1j * a**2 * np.tensordot(np.cross(k_in, kf), vector_spin(v), 1))
    return -reduced_mass / (2 * pi) * gaussian_transform(q) * matrix


def born_by_quadrature(kf, v):
    """Integral of exp(-i kf.r) V exp(i k.r), with L acting as r x k."""
    x, w = np.polynomial.hermite.hermgauss(24)
    r = sqrt(2) * a * np.array(np.meshgrid(x, x, x, indexing="ij")).reshape(3, -1)
    weight = (sqrt(2) * a) ** 3 * np.einsum("i,j,k->ijk", w, w, w).ravel()
    weight = weight * np.exp(-1j * (kf - k_in) @ r)
    m0, m1, m2 = weight.sum(), r @ weight, (r * weight) @ r.T
    tensor = sum(m2[i, j] * sig1[i] @ sig2[j] for i in range(3) for j in range(3))
    tensor = (tensor - np.trace(m2) * dot12 / 3) / a**2
    matrix = (m0 * (v["central"] * np.eye(4) + v["spin-spin"] * dot12)
              + v["tensor"] * tensor
              + np.tensordot(np.cross(m1, k_in), vector_spin(v), 1))
    return -reduced_mass / (2 * pi) * matrix


for kf in (k_out(theta), -k_out(theta)):
    assert np.allclose(born(kf, V), born_by_quadrature(kf, V), atol=1e-10)


def antisymmetrized(angle):
    M = born(k_out(angle), V_identical) - swap @ born(-k_out(angle), V_identical)
    return M, helicity_amplitudes(M, half, half, 0.0, angle)


def six(f):
    return np.array([f[0, 0, 0, 0], f[0, 0, 1, 1], f[0, 1, 0, 1],
                     f[0, 1, 1, 0], f[0, 0, 0, 1], f[0, 0, 1, 0]])


M_distinct = born(k_out(theta), V)
f_distinct = helicity_amplitudes(M_distinct, half, half, 0.0, theta)
M_identical, f_identical = antisymmetrized(theta)
phi_d, phi_i = six(f_distinct), six(f_identical)
assert np.abs(np.concatenate([phi_d, phi_i]).imag).max() < 1e-12
assert np.abs(relations(half, half, True, True, False) @ f_distinct.ravel()).max() < 1e-12
assert np.abs(relations(half, half, True, True, True) @ f_identical.ravel()).max() < 1e-12

# Only the antisymmetric spin-orbit term separates the sixth amplitude.
q_vec = k_out(theta) - k_in
sixth = (-reduced_mass / (2 * pi) * V["antisymmetric spin-orbit"] * a**2
         * gaussian_transform(q_vec) * k**2 * np.sin(theta))
assert abs(sixth) > 1e-4 and abs(phi_d[4] + phi_d[5] - sixth) < 1e-12
without = six(helicity_amplitudes(born(k_out(theta), V_identical), half, half, 0.0, theta))
assert abs(without[4] + without[5]) < 1e-12

# Identical particles: interchange of the outgoing pair links theta and pi-theta.
initial_sign = np.array([[1, -1], [-1, 1]])
f_supplement = antisymmetrized(pi - theta)[1]
assert np.allclose(f_identical, initial_sign * f_supplement.transpose(1, 0, 2, 3),
                   atol=1e-12)
phi_90 = six(antisymmetrized(pi / 2)[1])
assert abs(phi_90[4]) < 1e-12 and abs(phi_90[2] + phi_90[3]) < 1e-12


def cross_section(phi):
    return 0.5 * np.sum(np.array([1, 1, 1, 1, 2, 2]) * np.abs(phi) ** 2)


for M, phi in ((M_distinct, phi_d), (M_identical, phi_i)):
    assert np.isclose(cross_section(phi), np.trace(M.conj().T @ M).real / 4, rtol=1e-12)

# Spin 1/2 on spin 0 with the central and spin-orbit terms: M = g + i h sigma_y.
front = -reduced_mass / (2 * pi) * gaussian_transform(q_vec)
g = front * V["central"]
h = front * V["spin-orbit"] * a**2 * k**2 * np.sin(theta) / 2
f_zero = helicity_amplitudes(g * np.eye(2) + 1j * h * pauli[1], half, 0, 0.0, theta)
f_zero = f_zero.reshape(2, 2)
c, s = np.cos(theta / 2), np.sin(theta / 2)
expected = np.array([[g * c - h * s, g * s + h * c], [-g * s - h * c, g * c - h * s]])
assert np.allclose(f_zero, expected, atol=1e-12)
sigma_zero = np.sum(np.abs(f_zero) ** 2) / 2
assert np.isclose(sigma_zero, g**2 + h**2, rtol=1e-12)

# ---- printed results ----
print("Independent amplitudes at 60 degrees (rank; pure numbers)")
print("columns: rotation | +parity | +time reversal | +both")
order = [(False, False), (True, False), (False, True), (True, True)]
for label, s1, s2, mode in [("spin 1/2 on spin 0", half, 0, None),
                            ("distinct spin-1/2 pair", half, half, None),
                            ("identical spin-1/2 pair", half, half, "antisymmetric"),
                            ("spin 1/2 on spin 1", half, 1, None)]:
    print(f"  {label}:", " | ".join(str(counts[s1, s2, p, t, mode]) for p, t in order))
print("Special angles, parity and time reversal included:")
for label, number in special.items():
    print(f"  {label}: {number}")
print(f"Largest violation of the derived relations < 1e-10: {worst < 1e-10}")
print("Born example, both masses = electron mass")
print(f"  centre-of-mass energy = {energy_eV:.1f} eV, angle = {np.degrees(theta):.1f} degrees")
print(f"  Gaussian range a = {range_A:.1f} angstrom")
for name, value in strength_eV.items():
    print(f"  {name} strength = {value:.1f} eV")
print(f"  wave number k = {k / BOHR:.5f} 1/angstrom")
print(f"  momentum transfer q = {np.linalg.norm(q_vec) / BOHR:.5f} 1/angstrom")
print(f"  Gaussian transform G(q) = {gaussian_transform(q_vec) * BOHR**3:.5f} angstrom^3")
print("Spin 1/2 on spin 0:")
print(f"  g = {g * BOHR:.6f} angstrom, h = {h * BOHR:.6f} angstrom")
print(f"  f(+;+) = {f_zero[0, 0].real * BOHR:.6f} angstrom")
print(f"  f(+;-) = {f_zero[0, 1].real * BOHR:.6f} angstrom")
print("Spin-1/2 pairs: distinct | identical (antisymmetrized), angstrom")
for n in range(6):
    print(f"  phi{n + 1} = {phi_d[n].real * BOHR:.6f} | {phi_i[n].real * BOHR:.6f}")
print(f"  distinct: phi5+phi6 = {(phi_d[4] + phi_d[5]).real * BOHR:.6f} angstrom")
print(f"  distinct: closed form of phi5+phi6 = {sixth * BOHR:.6f} angstrom")
print("Identical pair at 90 degrees:")
for n in range(4):
    print(f"  phi{n + 1} = {phi_90[n].real * BOHR:.6f} angstrom")
print(f"  |phi5| below 1e-12 bohr: {abs(phi_90[4]) < 1e-12}")
print("Unpolarized differential cross sections at 60 degrees:")
for label, value in [("spin 1/2 on spin 0", sigma_zero),
                     ("distinct pair", cross_section(phi_d)),
                     ("identical pair", cross_section(phi_i))]:
    print(f"  {label}: {value * BOHR**2:.6f} angstrom^2/sr = {value:.6f} bohr^2/sr")
print("all good")
```

Output:

```
Independent amplitudes at 60 degrees (rank; pure numbers)
columns: rotation | +parity | +time reversal | +both
  spin 1/2 on spin 0: 4 | 2 | 3 | 2
  distinct spin-1/2 pair: 16 | 8 | 10 | 6
  identical spin-1/2 pair: 10 | 6 | 7 | 5
  spin 1/2 on spin 1: 36 | 18 | 21 | 12
Special angles, parity and time reversal included:
  spin 1/2 on 0, forward: 1
  distinct pair, forward: 3
  identical pair, forward: 3
  distinct pair, 90 degrees: 6
  identical pair, 90 degrees: 3
Largest violation of the derived relations < 1e-10: True
Born example, both masses = electron mass
  centre-of-mass energy = 10.0 eV, angle = 60.0 degrees
  Gaussian range a = 1.0 angstrom
  central strength = -1.0 eV
  spin-spin strength = 0.4 eV
  tensor strength = 0.3 eV
  spin-orbit strength = 0.2 eV
  antisymmetric spin-orbit strength = 0.1 eV
  wave number k = 1.14558 1/angstrom
  momentum transfer q = 1.14558 1/angstrom
  Gaussian transform G(q) = 8.17144 angstrom^3
Spin 1/2 on spin 0:
  g = 0.085337 angstrom, h = -0.009699 angstrom
  f(+;+) = 0.078753 angstrom
  f(+;-) = 0.034269 angstrom
Spin-1/2 pairs: distinct | identical (antisymmetrized), angstrom
  phi1 = 0.129069 | 0.168980
  phi2 = -0.058672 | -0.069298
  phi3 = 0.038401 | 0.009976
  phi4 = 0.035199 | 0.031753
  phi5 = -0.017322 | -0.009115
  phi6 = 0.007623 | 0.009115
  distinct: phi5+phi6 = -0.009699 angstrom
  distinct: closed form of phi5+phi6 = -0.009699 angstrom
Identical pair at 90 degrees:
  phi1 = 0.143890 angstrom
  phi2 = -0.050922 angstrom
  phi3 = -0.023242 angstrom
  phi4 = 0.023242 angstrom
  |phi5| below 1e-12 bohr: True
Unpolarized differential cross sections at 60 degrees:
  spin 1/2 on spin 0: 0.007376 angstrom^2/sr = 0.026342 bohr^2/sr
  distinct pair: 0.011766 angstrom^2/sr = 0.042016 bohr^2/sr
  identical pair: 0.017398 angstrom^2/sr = 0.062130 bohr^2/sr
all good
```
